Why a Voltage-Driven Filament Sets Abruptly and Resets Gradually

**Question.** A memristor contains a conducting filament that thickens under one voltage polarity (SET) and thins under the other (RESET). Thermally activated ion motion drives both changes. On a slow voltage ramp, why can SET be a jump while RESET is spread over a range of voltage, even if the two motions obey the same rate law?

**Answer.**

**The mechanism**

At a fixed voltage V across the filament, the Joule power is V²/R. When the filament thickens, its resistance R falls and the power rises. If the temperature also rises, ions move faster and the filament thickens faster still. In RESET the same chain runs backwards: thinning raises R, lowers the power, cools the filament and slows the thinning.

The step from power to temperature needs care, because a thicker filament also conducts heat better to its ends. Whether it becomes hotter depends on how the heat escapes.

**The temperature of a filament at fixed voltage**

Take a metallic cylinder of length L, diameter d and area A = πd²/4, with constant resistivity ρ and thermal conductivity k. Its ends are held at T₀. Its side loses heat g per unit length and per kelvin, with g constant. The resistance is R = ρL/A, so the current is I = VA/(ρL), and the Joule heat per unit length is

I²ρ/A = V²A/(ρL²).

Let θ(x) be the temperature rise above T₀, with x measured from the middle. In the steady state, axial conduction, side loss and heating balance:

kAθ″ − gθ + V²A/(ρL²) = 0.

Division by kA gives

θ″ − (g/kA)θ + V²/(ρkL²) = 0.

The area has cancelled from the heating and conduction terms. It remains in the side loss, which becomes relatively less important as the filament thickens. With the ends held at T₀, this is the origin of the feedback.

Write m² = g/(kA) and w = mL/2. The even solution that vanishes at x = ±L/2 is

θ = [V²/(ρkL²m²)] [1 − cosh(mx)/cosh(mL/2)].

At x = 0, with m² = 4w²/L², the rise is

ΔT = [V²/(4ρk)] (1 − sech w)/w²,  w² = gL²/(4kA).

There are two limits. For weak side loss, 1 − sech w ≈ w²/2 and ΔT = V²/(8ρk). The diameter has dropped out, so a falling resistance alone does not produce feedback as long as the ends stay at T₀. For strong side loss, sech w → 0 and ΔT = V²A/(ρgL²) = (V²/R)/(gL), which follows the power.

**The strength of the feedback**

Define β = d ln ΔT/d ln A at fixed V. Since w ∝ A^(−1/2), d ln w/d ln A = −1/2. Differentiating ln(1 − sech w) − 2 ln w with respect to ln w gives w sech w tanh w/(1 − sech w) − 2. Multiplication by −1/2 yields

β = 1 − (w/2) sech w tanh w/(1 − sech w).

The subtracted term is positive, so β < 1. To show that β > 0, we need w sech w tanh w < 2(1 − sech w). Multiply by cosh²w and set h = w/2. With sinh w = 2 sinh h cosh h and cosh w − 1 = 2 sinh²h, the condition becomes

h < cosh(2h) tanh h.

It holds because cosh(2h) > cosh²h, so the right side exceeds sinh h cosh h, which exceeds h. Hence 0 < β < 1 for any g > 0: at fixed voltage the thicker filament is hotter. If g itself varied with A, the same conclusion would require g/A to fall as A grows, since ΔT depends on A through w alone.

**From temperature to switching speed**

Let one diameter describe the whole filament, and let its midpoint temperature T = T₀ + ΔT control the motion:

dd/dt = s f,  f = v₀ exp(−Eₐ/k_BT).

Here s = +1 for SET and s = −1 for RESET; V denotes the voltage magnitude. The polarity fixes s. The field has no other effect on the rate in this model.

A small change of temperature changes the speed by d ln f = (Eₐ/k_BT²) d(ΔT). Because ΔT ∝ V² at fixed d, and d ln A = 2 d ln d,

d(ΔT)/ΔT = 2 dV/V + 2β dd/d.

Therefore

d ln f = dV/Vₐ + dd/ℓ,

Vₐ = V k_BT²/(2EₐΔT),  ℓ = d k_BT²/(2βEₐΔT).

Locally, the speed grows by a factor e when the voltage rises by Vₐ, or when the diameter grows by ℓ.

At constant V, a small diameter difference δ between two filaments obeys dδ/dt = s(f/ℓ)δ. SET amplifies the difference and RESET reduces it. Yet the total time between two given diameters is ∫dd/f in both directions, because f depends on diameter and voltage magnitude but not on s. RESET is therefore not slower overall at the same constant voltage. SET waits and then jumps; RESET drops quickly and then crawls.

**Why a ramp separates the two**

Now let dV/dt = r, so that dd/dV = s f/r. Insert this into the expression for d ln f:

d ln f/dV = 1/Vₐ + s f/(rℓ) = (1/Vₐ)(1 + s f/f*),

f* = rℓ/Vₐ = r d/(βV).

The speed f* has a direct meaning. When f = f*, the time ℓ/f in which the changing diameter alters the speed by a factor e equals the time Vₐ/r in which the ramp does so.

To see what happens near the starting diameter, treat Vₐ and f* as constants. This is a leading-order approximation, useful when k_BT²/(EₐΔT) is small. Since d(1/f)/dV = −(1/f) d ln f/dV,

d(1/f)/dV = −(1/Vₐ)(1/f + s/f*).

The sum 1/f + s/f* thus decays as exp(−V/Vₐ). Let f₀(V) be the speed the filament would have at this voltage if its diameter had not changed; it grows as exp(V/Vₐ). Early in the ramp f = f₀, which fixes the constant:

1/f = 1/f₀ − s/f*.

For SET, f = f₀/(1 − f₀/f*). The speed diverges when f₀ reaches f*, at a definite voltage. The true speed stays below v₀, so the divergence marks the point where the local approximation fails and runaway begins.

For RESET, f = f₀/(1 + f₀/f*). As f₀ grows, the speed settles at f* instead of diverging. The ramp tries to heat the filament, and thinning roughly cancels that heating. The net change of ln f is then small compared with either of the two contributions, so dV/Vₐ + dd/ℓ ≈ 0, or

d ln d/d ln V ≈ −1/β.

This is a leading-order statement; the exact slope is −(f/f*)/β. More thinning requires more voltage. One condition,

v₀ exp(−Eₐ/k_BT) = r d/(βV),

gives both the RESET path and, at the thin starting diameter, the SET threshold. SET runs away close to the voltage at the thin end of this curve. RESET begins below the curve, where the thick filament is still too cool to move quickly, and then stays close to it as the filament thins.

**Numbers for a model filament**

Take L = 20 nm, ρ = 2.0×10⁻⁶ Ω m, k = 5.0 W/(m K), g = 3.0 W/(m K), T₀ = 300 K, Eₐ = 1.0 eV, v₀ = 100 m/s and r = 1.0 V/s. These are chosen model parameters, not data for a particular material. The diameter runs between 3.0 and 6.0 nm, and growth is stopped at 6.0 nm by hand.

The resistance is 5659 Ω at 3.0 nm and 1415 Ω at 6.0 nm. The corresponding w values are 2.913 and 1.457, giving β = 0.824 and 0.482. At 0.25 V the temperature rise is 164 K in the thin filament and 411 K in the thick one. Because the rate is activated, the speeds are much further apart: 1.39 nm/s and about 8100 nm/s.

Holding 0.25 V shows the mirror symmetry in time. SET and RESET each take 161 ms. SET spends 94.4% of that time growing from 3.00 to 3.75 nm. RESET covers the range from 6.00 down to 3.75 nm in 5.6% of it and spends the rest on the last 0.75 nm. At its initial speed, SET would have needed 3.0/1.39 ≈ 2.2 s, so the additional heating that comes with thickening shortens it about thirteenfold.

For the ramp, the common condition at d = 3.0 nm gives V = 0.2825 V. Its two sides can be checked separately. The temperature rise scales as V²:

ΔT = 164.2 K × (0.2825/0.25)² ≈ 210 K,

so T ≈ 510 K, where the activated speed is 12.9 nm/s. The other side is

f* = (1.0 V/s × 3.0 nm)/(0.824 × 0.2825 V) ≈ 12.9 nm/s.

At this point ℓ = 0.194 nm and Vₐ = 15.1 mV. Direct integration of the ramp puts the SET filament at 4.5 nm when V = 0.2843 V, so the predicted threshold is about 0.6% below that voltage.

Measure the transition between 10% and 90% of the diameter change, that is, between 3.3 and 5.7 nm. SET crosses this interval in 4.6 mV, RESET in 77 mV: a ratio of 17. The resistance changes by the same factor, (5.7/3.3)² ≈ 3, in both cases. During SET the temperature climbs from 540 to 805 K across the interval. During RESET between 5.0 and 3.0 nm it stays between 537 and 513 K, while the voltage rises from 0.209 to 0.285 V.

The RESET path lies slightly above the common curve at small diameters: at 3.0 nm it needs 0.2848 V instead of 0.2825 V. The equation for d ln f/dV explains the sign. With s = −1 it gives

f/f* = 1 − Vₐ d ln f/dV.

The filament is cooling slowly, so ln f falls and f must exceed f*. The excess voltage of 2.3 mV raises the speed by a factor exp(2.3/15.1) ≈ 1.16. Since f* ∝ 1/V is about 1% lower at the higher voltage, f lies roughly 17% above f*. Between 4.5 and 3.0 nm the excess is about 16–20%, and the slope d ln d/d ln V is steeper than −1/β by the same amount. Near 5.0 nm the RESET temperature passes its maximum of 537 K, d ln f/dV vanishes, and the path crosses the curve at 0.209 V.

**What happens when the conditions change**

Removing the side loss makes β = 0. The SET and RESET windows then both equal 16.0 mV. This remaining width comes from the activated rate on a rising voltage. Compared with this control, the SET window with side loss is narrower by a factor of 3.5 and the RESET window is wider by a factor of 4.8. These factors do not measure the feedback alone. Without side loss the filament is hotter at a given voltage (at 0.25 V and 3.0 nm the rise is 781 K instead of 164 K), so it switches at a lower voltage, about 0.15 V, where Vₐ is only about 8 mV. A cleaner control keeps the side loss but computes the temperature with the starting diameter throughout. It gives 34 mV for SET and 22 mV for RESET, so the feedback narrows the SET window about sevenfold and widens the RESET window by a factor of about 3.5.

A series resistance Rₛ changes the drive. For a source voltage Vₛ, the filament receives V = Vₛ/(1 + Rₛ/R). Since R ∝ 1/A,

d ln V/d ln A = −Rₛ/(R + Rₛ).

The temperature contains V², so the exponent at fixed source voltage becomes

βₛ = β − 2Rₛ/(R + Rₛ).

Setting βₛ = 0 gives β(R + Rₛ) = 2Rₛ, hence Rₛ = βR/(2 − β). The feedback reverses at 3967 Ω for the 3.0 nm filament but already at 450 Ω for the 6.0 nm one. With a resistance between these values, SET starts with self-acceleration and loses it as the filament thickens. On a source ramp of 1 V/s the SET and RESET windows are 17 and 34 mV for Rₛ = 1000 Ω, but 55 and 20 mV for Rₛ = 2000 Ω: the asymmetry can reverse while βₛ at 3.0 nm is still positive.

For Rₛ → ∞ the source fixes the current, and βₛ → β − 2 < 0. Thickening now cools the filament and thinning heats it. On a current ramp of 0.5 mA/s, the SET window is 61 μA and the RESET window 1.6 μA: RESET has become the abrupt process. The asymmetry thus belongs to the filament together with its drive.

The steady heat balance is justified here by a large separation of times. The axial thermal time, CL²/(π²k) with heat capacity C = 3.0×10⁶ J/(m³ K), is 24 ps, while even the fast growth from 4.5 to 5.7 nm during SET takes about 0.1 ms. The account remains limited to a continuous filament with one diameter, ends held at T₀ and constant ρ, k and g; a RESET that opens a gap in the filament lies outside it, so the model shows one possible cause of the asymmetry, not the established cause in a given device. A thermal spreading resistance 1/(2k_e d) at each contact adds feedback of the same sign: for electrodes with k_e = 10 W/(m K), β is 0.05 at 3.0 nm and 0.10 at 6.0 nm even when g = 0. Constant k is also rough for a metal: at this ρ the Wiedemann–Franz electronic conductivity is 3.7 W/(m K) at 300 K and 9.8 W/(m K) at 800 K. Letting k rise in that way from 5.0 W/(m K) at 300 K changes the windows to about 6 and 76 mV, a ratio near 12 instead of 17. A field factor in the rate that depended on V but not on d would shift the voltages and change the widths of the transitions, but would leave ∂ln f/∂d at fixed V, and hence the sign of the feedback, unchanged. The usual field factors also contain T and so depend on d: a barrier lowered to Eₐ − αqV multiplies ∂ln f/∂d by 1 − αqV/Eₐ (0.875 for α = 0.5 at 0.25 V), which weakens the feedback but keeps its sign while the barrier stays positive. The heat formula, the exponents, and the voltage ramps with and without side loss and the current ramp at constant k are checked by assertions in the numerical check.

Numbers as computed

```
length 20 nm; resistivity 2.0e-06 ohm m
thermal conductivity 5.0 W/(m K); side loss 3.0 W/(m K)
T0 300 K; Ea 1.0 eV; v0 100 m/s
ramps 1.0 V/s and 0.5 mA/s
volumetric heat capacity 3.0e+06 J/(m^3 K)
d 3.0 nm: R 5659 ohm; w 2.913; beta 0.824
  rise at 0.25 V: 164.2 K; speed 1.39 nm/s
  series resistance reversing feedback: 3967 ohm
d 6.0 nm: R 1415 ohm; w 1.457; beta 0.482
  rise at 0.25 V: 410.9 K; speed 8.13e+03 nm/s
  series resistance reversing feedback: 450 ohm
rise at 0.25 V with end loss only: 781.2 K
SET threshold from common curve: 0.2825 V
  there: T 509.6 K; speed 12.89 nm/s
  diameter scale 0.194 nm; voltage scale 15.08 mV
SET ramp d 3.3 nm: V 0.27979 V; T 540 K
SET ramp d 4.5 nm: V 0.28426 V; T 685 K
SET ramp d 5.7 nm: V 0.28435 V; T 805 K
SET ramp d 6.0 nm: V 0.28436 V; T 832 K
RESET ramp d 5.7 nm: V 0.1896 V; curve 0.1980 V; T 524 K
RESET ramp d 5.0 nm: V 0.2092 V; curve 0.2092 V; T 537 K
RESET ramp d 4.5 nm: V 0.2218 V; curve 0.2201 V; T 534 K
RESET ramp d 4.0 nm: V 0.2369 V; curve 0.2347 V; T 529 K
RESET ramp d 3.5 nm: V 0.2569 V; curve 0.2546 V; T 521 K
RESET ramp d 3.3 nm: V 0.2669 V; curve 0.2646 V; T 518 K
RESET ramp d 3.0 nm: V 0.2848 V; curve 0.2825 V; T 513 K
10-90% window, SET: 4.56 mV
10-90% window, RESET: 77.30 mV
window ratio RESET/SET: 17.0
no side loss, SET window: 15.99 mV
no side loss, RESET window: 15.99 mV
current drive, SET window: 60.96 uA
current drive, RESET window: 1.63 uA
constant 0.25 V, SET time: 161.38 ms
constant 0.25 V, RESET time: 161.38 ms
SET time share, 3.00 to 3.75 nm: 94.40 %
RESET time share, 6.00 to 3.75 nm: 5.60 %
axial thermal time: 24.3 ps
SET 10-90% time on ramp: 4.56 ms
```
